# Zero-field splitting from g anisotropy for an axial orbital-singlet defect: test program

```python
"""
Result under test: for an axial, orbitally non-degenerate state of spin S >= 1,
    D = (lam/2) * (g_par - g_perp)
to leading order in spin-orbit coupling, if all excitations keep the total spin
and share one constant lam in lam * L.S.
D      : axial zero-field splitting, D*(Sz^2 - S(S+1)/3)
g_par, g_perp : g values along and across the axis
zeta   : one-electron spin-orbit constant, sum_i zeta * l_i.s_i
lam    : +zeta/(2S) for 2S aligned electrons, -zeta/(2S) for 2S aligned holes
Independent road: many-electron determinants of a d shell, with sums over states
and full diagonalization.  Energies are in eV, angular momenta in units of hbar.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from sympy.physics.wigner import wigner_3j

g_e = -const.physical_constants["electron g factor"][0]
GHZ = const.e / const.h / 1e9
WAVENUMBER = const.e / (const.h * const.c) / 100

# One-electron operators, orbital basis m = -2..2
m_values = np.arange(-2, 3)
l_plus = np.zeros((5, 5), complex)
for i in range(4):
    m = m_values[i]
    l_plus[i + 1, i] = np.sqrt(6 - m * (m + 1))
l_ops = [(l_plus + l_plus.conj().T) / 2,
         (l_plus - l_plus.conj().T) / 2j,
         np.diag(m_values).astype(complex)]
s_ops = [np.array([[0, 1], [1, 0]], complex) / 2,
         np.array([[0, -1j], [1j, 0]]) / 2,
         np.array([[1, 0], [0, -1]], complex) / 2]
r = 1 / np.sqrt(2)
# Columns: xy, xz, yz, z2, x2-y2
real_orbitals = np.array([
    [1j * r, 0, 0, 0, r],
    [0, r, 1j * r, 0, 0],
    [0, 0, 0, 1, 0],
    [0, -r, 1j * r, 0, 0],
    [-1j * r, 0, 0, 0, r]])


def lift(one_body, n_el):
    """Matrix of a one-body operator among all n_el-electron determinants."""
    states = [sum(1 << p for p in occ) for occ in combinations(range(10), n_el)]
    index = {state: k for k, state in enumerate(states)}
    out = np.zeros((len(states), len(states)), complex)
    targets = [np.flatnonzero(np.abs(one_body[:, q]) > 1e-14) for q in range(10)]
    for col, state in enumerate(states):
        for q in range(10):
            if not (state >> q) & 1:
                continue
            removed = state ^ (1 << q)
            swaps_q = bin(removed & ((1 << q) - 1)).count("1")
            for p in targets[q]:
                p = int(p)
                if (removed >> p) & 1:
                    continue
                swaps = swaps_q + bin(removed & ((1 << p) - 1)).count("1")
                out[index[removed | (1 << p)], col] += (-1) ** swaps * one_body[p, q]
    return out


def multipole(k, q):
    """Angular multipole operator C^k_q in the d shell."""
    out = np.zeros((5, 5), complex)
    radial_free = float(wigner_3j(2, k, 2, 0, 0, 0))
    for a in range(-2, 3):
        b = a - q
        if abs(b) <= 2:
            out[a + 2, b + 2] = ((-1) ** a * 5 * radial_free
                                 * float(wigner_3j(2, k, 2, -a, q, b)))
    return out


def coulomb(n_el, racah_b, racah_c):
    """Electron repulsion without its constant monopole part."""
    slater = {2: 49 * racah_b + 7 * racah_c, 4: 12.6 * racah_c}
    total = 0
    for k, strength in slater.items():
        single = {q: multipole(k, q) for q in range(-k, k + 1)}
        many = {q: lift(np.kron(np.eye(2), single[q]), n_el) for q in single}
        pairs = sum((-1) ** q * many[q] @ many[-q] for q in single)
        self_part = sum((-1) ** q * single[q] @ single[-q] for q in single)
        total = total + strength / 2 * (pairs - lift(np.kron(np.eye(2), self_part), n_el))
    return total


def build(n_el, levels, racah_b=0.0, racah_c=0.0, spin=None):
    """H0, unit-zeta spin-orbit operator, L and S; optionally only one total spin."""
    field = real_orbitals @ np.diag(levels) @ real_orbitals.conj().T
    h0 = lift(np.kron(np.eye(2), field), n_el)
    if racah_b or racah_c:
        h0 = h0 + coulomb(n_el, racah_b, racah_c)
    so = lift(sum(np.kron(s, l) for s, l in zip(s_ops, l_ops)), n_el)
    L = [lift(np.kron(np.eye(2), l), n_el) for l in l_ops]
    S = [lift(np.kron(s, np.eye(5)), n_el) for s in s_ops]
    if spin is not None:
        values, vectors = np.linalg.eigh(sum(s @ s for s in S))
        keep = vectors[:, np.abs(values - spin * (spin + 1)) < 1e-8]

        def project(a):
            return keep.conj().T @ a @ keep
        h0, so = project(h0), project(so)
        L, S = [project(a) for a in L], [project(a) for a in S]
    return {"h0": h0, "so": so, "L": L, "S": S}


def second_order(system, zeta, spin, orbital_factor=1.0):
    """D, g_par, g_perp from explicit sums over all excited states."""
    n = int(2 * spin + 1)
    energy, vec = np.linalg.eigh(system["h0"])
    P, Q = vec[:, :n], vec[:, n:]
    gap = energy[n:] - energy[:n].mean()
    assert np.ptp(energy[:n]) < 1e-7 and gap.min() > 0.05
    for L in system["L"]:
        assert np.linalg.norm(P.conj().T @ L @ P) < 1e-7
    V = zeta * system["so"]
    W = P.conj().T @ V @ Q
    h_eff = P.conj().T @ V @ P - (W / gap) @ W.conj().T
    S = [P.conj().T @ s @ P for s in system["S"]]
    quad = S[2] @ S[2] - spin * (spin + 1) / 3 * np.eye(n)
    D = np.trace(h_eff @ quad).real / np.trace(quad @ quad).real
    g = []
    for axis in (2, 0):
        mu = orbital_factor * system["L"][axis] + g_e * system["S"][axis]
        cross = ((P.conj().T @ mu @ Q) / gap) @ W.conj().T
        mu_eff = P.conj().T @ mu @ P - cross - cross.conj().T
        g.append(np.trace(mu_eff @ S[axis]).real
                 / np.trace(S[axis] @ S[axis]).real)
    return D, g[0], g[1]


def all_orders(system, zeta):
    """D, g_par, g_perp of a spin-1 ground state from full diagonalization."""
    energy, vec = np.linalg.eigh(system["h0"] + zeta * system["so"])
    if energy[1] - energy[0] < energy[2] - energy[1]:
        pair, lone = [0, 1], 2
    else:
        pair, lone = [1, 2], 0
    D = energy[pair].mean() - energy[lone]
    mu_x = system["L"][0] + g_e * system["S"][0]
    mu_z = system["L"][2] + g_e * system["S"][2]
    doublet = vec[:, pair]
    moments = np.linalg.eigvalsh(doublet.conj().T @ mu_z @ doublet)
    g_perp = np.linalg.norm(doublet.conj().T @ mu_x @ vec[:, lone])
    return D, (moments[1] - moments[0]) / 2, g_perp


# Example inputs: rough values for a Ni2+-like ion in a strained oxide
cubic, split_e, split_t = 1.05, 0.06, 0.02
zeta, racah_b, racah_c = 0.075, 0.11, 0.44
e_xy, e_yz = 2 * split_t / 3, -split_t / 3
e_z2, e_x2y2 = cubic - split_e / 2, cubic + split_e / 2
levels = [e_xy, e_yz, e_yz, e_z2, e_x2y2]
lam = -zeta / 2

# Hand-worked formula for the triplet-only model
gap_par, gap_perp1, gap_perp3 = e_x2y2 - e_xy, e_x2y2 - e_yz, e_z2 - e_yz
Lam_par = 4 / gap_par
Lam_perp = 1 / gap_perp1 + 3 / gap_perp3
g_par, g_perp = g_e - 2 * lam * Lam_par, g_e - 2 * lam * Lam_perp
D = lam / 2 * (g_par - g_perp)

simple = build(8, levels, spin=1)
D_sum, gpar_sum, gperp_sum = second_order(simple, zeta, 1)
assert np.isclose(D_sum, D, rtol=1e-7)
assert np.allclose([gpar_sum, gperp_sum], [g_par, g_perp], atol=1e-9)

# The repulsion must give the known spacing of the two free-ion triplet terms
free = build(8, [0] * 5, racah_b, racah_c, spin=1)
free_levels = np.linalg.eigvalsh(free["h0"])
assert np.isclose(free_levels[21] - free_levels[0], 15 * racah_b, atol=1e-9)

# One common coupling constant, both signs, two spins, with repulsion
triplets = build(8, levels, racah_b, racah_c, spin=1)
two_el = build(2, [0.5, 0, 0, 1.0, 1.3], 0.02, 0.08, spin=1)
three_el = build(3, [0.1, 0, 0, 1.9, 2.2], 0.08, 0.35, spin=1.5)
relation_ratios = []
for system, spin, sign in ((triplets, 1, -1), (two_el, 1, 1), (three_el, 1.5, 1)):
    LS = sum(a @ b for a, b in zip(system["L"], system["S"]))
    assert np.linalg.norm(system["so"] - sign / (2 * spin) * LS) < 1e-9
    d, gz, gx = second_order(system, zeta, spin)
    relation_ratios.append(d / (sign * zeta / (4 * spin) * (gz - gx)))
assert np.allclose(relation_ratios, 1, atol=1e-6)

# Leading-order limit: the deviation must shrink with the coupling
deviations = []
for scale in (0.04, 0.02):
    d, gz, gx = all_orders(triplets, scale * zeta)
    deviations.append(abs(d / (scale * lam / 2 * (gz - gx)) - 1))
assert deviations[1] < 0.02 and deviations[1] < 0.65 * deviations[0]

# Same-spin excitations with two opposite constants: the relation must fail.
# xy is doubly occupied, xz and yz singly; x2-y2 is moved out of reach.
gap_down, gap_up = 0.6, 1.4
mixed = build(4, [0, gap_down, gap_down, gap_down + gap_up, 1e5], spin=1)
D_mix, gpar_mix, gperp_mix = second_order(mixed, zeta, 1)
assert np.isclose(D_mix, zeta**2 / 4 * (1 / gap_down + 3 / gap_up), rtol=1e-4)
assert np.isclose(gperp_mix - g_e, -zeta * (3 / gap_up - 1 / gap_down), rtol=1e-3)
assert abs(gpar_mix - g_e) < 1e-5
lam_mix = 2 * D_mix / (gpar_mix - gperp_mix)
assert min(abs(lam_mix - zeta / 2), abs(lam_mix + zeta / 2)) > zeta / 4

# Effects left out of the hand-worked model
D_trip, gpar_trip, gperp_trip = second_order(triplets, zeta, 1)
complete = build(8, levels, racah_b, racah_c)
D_both, gpar_both, gperp_both = second_order(complete, zeta, 1)
assert np.allclose([gpar_both, gperp_both], [gpar_trip, gperp_trip], atol=1e-8)
assert abs(D_both / D_trip - 1) > 0.01
D_trip_all, gpar_trip_all, gperp_trip_all = all_orders(triplets, zeta)
D_all, gpar_all, gperp_all = all_orders(complete, zeta)
D_read = lam / 2 * (gpar_all - gperp_all)

k_orb = 0.9
D_k, gpar_k, gperp_k = second_order(simple, zeta, 1, orbital_factor=k_orb)
D_read_k = lam / 2 * (gpar_k - gperp_k)
assert np.isclose(D_k, D, rtol=1e-7)
assert np.isclose(D_read_k, k_orb * D, rtol=1e-6)

# The ground triplet keeps cubic symmetry although the field does not
energy, vec = np.linalg.eigh(complete["h0"])
projector = vec[:, :3] @ vec[:, :3].conj().T
turn = expm(-2j * np.pi / 3 * sum(complete["L"]) / np.sqrt(3))
assert np.linalg.norm(turn @ projector - projector @ turn) < 1e-8
assert np.linalg.norm(turn @ complete["h0"] - complete["h0"] @ turn) > 0.01
distance_nm, mismatch = 0.1, 0.05
dipole = (const.mu_0 / (4 * np.pi) * (g_e * const.value("Bohr magneton"))**2
          / (distance_nm * 1e-9)**3 / const.h / 1e9)

temperature = 300.0
trip_energy = np.linalg.eigvalsh(triplets["h0"])
first_gap = trip_energy[3] - trip_energy[0]
boltzmann = np.exp(-first_gap * const.e / (const.k * temperature))
g_error = 0.001

print(f"Cubic splitting: {cubic:.3f} eV")
print(f"Splitting x2-y2 minus z2: {split_e:.3f} eV")
print(f"Splitting xy minus xz,yz: {split_t:.3f} eV")
print(f"zeta: {zeta:.4f} eV;  lam: {lam:.4f} eV")
print(f"Racah B: {racah_b:.3f} eV;  Racah C: {racah_c:.3f} eV")
print(f"Levels xy, yz, z2, x2-y2: {e_xy:.5f}, {e_yz:.5f}, {e_z2:.5f}, {e_x2y2:.5f} eV")
print(f"Gap xy to x2-y2: {gap_par:.5f} eV")
print(f"Gap yz to x2-y2: {gap_perp1:.5f} eV")
print(f"Gap yz to z2: {gap_perp3:.5f} eV")
print(f"Lambda_par: {Lam_par:.5f} 1/eV;  Lambda_perp: {Lam_perp:.5f} 1/eV")
print(f"Free-electron g: {g_e:.5f}")
print(f"Model g_par: {g_par:.5f};  g_perp: {g_perp:.5f}")
print(f"Model g_par - g_perp: {g_par - g_perp:.6f}")
print(f"Model D: {D * GHZ:.3f} GHz = {D * WAVENUMBER:.4f} cm^-1")
print(f"Model D from sum over states: {D_sum * GHZ:.3f} GHz")
print("D/(relation), 8, 2, 3 electrons: "
      + ", ".join(f"{x:.8f}" for x in relation_ratios))
print(f"Relative deviation at 0.04 zeta: {deviations[0]:.6f}")
print(f"Relative deviation at 0.02 zeta: {deviations[1]:.6f}")
print(f"Mixed case gaps, down and up: {gap_down:.2f}, {gap_up:.2f} eV")
print(f"Mixed case D: {D_mix * GHZ:.2f} GHz")
print(f"Mixed case g_par - g_perp: {gpar_mix - gperp_mix:.6f}")
print(f"Mixed case 2D/(g_par - g_perp): {lam_mix:.5f} eV")
print(f"With repulsion, triplets, 2nd order: D = {D_trip * GHZ:.3f} GHz")
print(f"  g_par - g_perp = {gpar_trip - gperp_trip:.6f}")
print(f"Spin-flip contribution to D, 2nd order: {(D_both - D_trip) * GHZ:.3f} GHz")
print(f"With singlets, 2nd order: D = {D_both * GHZ:.3f} GHz")
print(f"Triplets only, all orders: D = {D_trip_all * GHZ:.3f} GHz")
print(f"  g_par - g_perp = {gpar_trip_all - gperp_trip_all:.6f}")
print(f"With singlets, all orders: D = {D_all * GHZ:.3f} GHz")
print(f"  g_par = {gpar_all:.5f};  g_perp = {gperp_all:.5f}")
print(f"  g_par - g_perp = {gpar_all - gperp_all:.6f}")
print(f"  D read from this g difference: {D_read * GHZ:.3f} GHz")
print(f"  read D / actual D: {D_read / D_all:.4f}")
print(f"Orbital Zeeman factor {k_orb:.2f}: model D read from g = {D_read_k * GHZ:.3f} GHz")
print(f"Dipole coupling scale at {distance_nm:.2f} nm: {dipole:.2f} GHz")
print(f"  times assumed covalent mismatch {mismatch:.2f}: {mismatch * dipole:.2f} GHz")
print(f"First excited triplet: {first_gap:.4f} eV")
print(f"  Boltzmann factor at {temperature:.0f} K: {boltzmann:.2e}")
print(f"D error for g-difference error {g_error:.3f}: {abs(lam) / 2 * g_error * GHZ:.3f} GHz")
print("all assertions hold")
```

Output:

```
Cubic splitting: 1.050 eV
Splitting x2-y2 minus z2: 0.060 eV
Splitting xy minus xz,yz: 0.020 eV
zeta: 0.0750 eV;  lam: -0.0375 eV
Racah B: 0.110 eV;  Racah C: 0.440 eV
Levels xy, yz, z2, x2-y2: 0.01333, -0.00667, 1.02000, 1.08000 eV
Gap xy to x2-y2: 1.06667 eV
Gap yz to x2-y2: 1.08667 eV
Gap yz to z2: 1.02667 eV
Lambda_par: 3.75000 1/eV;  Lambda_perp: 3.84232 1/eV
Free-electron g: 2.00232
Model g_par: 2.28357;  g_perp: 2.29049
Model g_par - g_perp: -0.006924
Model D: 31.393 GHz = 1.0471 cm^-1
Model D from sum over states: 31.393 GHz
D/(relation), 8, 2, 3 electrons: 1.00000000, 1.00000000, 1.00000000
Relative deviation at 0.04 zeta: 0.004986
Relative deviation at 0.02 zeta: 0.002494
Mixed case gaps, down and up: 0.60, 1.40 eV
Mixed case D: 1295.34 GHz
Mixed case g_par - g_perp: 0.035715
Mixed case 2D/(g_par - g_perp): 0.29999 eV
With repulsion, triplets, 2nd order: D = 30.985 GHz
  g_par - g_perp = -0.006834
Spin-flip contribution to D, 2nd order: -4.477 GHz
With singlets, 2nd order: D = 26.509 GHz
Triplets only, all orders: D = 25.167 GHz
  g_par - g_perp = -0.006328
With singlets, all orders: D = 21.283 GHz
  g_par = 2.26461;  g_perp = 2.27083
  g_par - g_perp = -0.006224
  D read from this g difference: 28.218 GHz
  read D / actual D: 1.3259
Orbital Zeeman factor 0.90: model D read from g = 28.253 GHz
Dipole coupling scale at 0.10 nm: 52.04 GHz
  times assumed covalent mismatch 0.05: 2.60 GHz
First excited triplet: 1.0410 eV
  Boltzmann factor at 300 K: 3.25e-18
D error for g-difference error 0.001: 4.534 GHz
all assertions hold
```
